\section*{The Mori-Ando sum rule: potential shapes, couplings and their weights, part 2}

We seek the squared couplings of electrons to the phonons of a heterostructure made of two polar materials. Hartree atomic units with Gaussian electrostatics are used. Interfaces are flat, sharp and normal to $z$. Each material is a local, isotropic continuum whose dielectric function $\varepsilon_i(\omega)$ has a zero at $\omega_{Li}$ (longitudinal) and a pole at $\omega_{Ti}$ (transverse), all four frequencies being different. Retardation is neglected.

For in-plane wavevector $q>0$ and density $\rho=\psi_f^*\psi_i$, the form factors of the confined, interface and half-space modes obey
\begin{equation}
F_C+F_I+F_H=F_B,\qquad
F_B=\iint \rho^*(z)\,e^{-q|z-z'|}\rho(z')\,dz\,dz', \label{eq:rule}
\end{equation}
\begin{equation}
F_B=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{2q}{q^2+k^2}\,|\tilde\rho(k)|^2,
\qquad \tilde\rho(k)=\int\rho(z)e^{-ikz}dz. \label{eq:bulk}
\end{equation}

Let material 1 fill $|z|<a=d/2$ and material 2 the rest. With $k_m=m\pi/d$,
\begin{equation}
F_C=\sum_{m\ge1}\frac{4q}{d}\,\frac{1}{q^2+k_m^2}\left|\int_{-a}^{a}\rho\,\sin k_m(z+a)\,dz\right|^2. \label{eq:FC}
\end{equation}
At distance $x$ into a barrier, with $\hat\rho(k)=\int_0^\infty\rho\sin kx\,dx$, each side gives
\begin{equation}
F_H^{\rm side}=\int_0^\infty dk\,\frac{4q}{\pi}\,\frac{|\hat\rho(k)|^2}{q^2+k^2}, \label{eq:FH}
\end{equation}
with equivalent kernel $e^{-q|x-x'|}-e^{-q(x+x')}$.

The even and odd interface shapes $u_\pm$ have $F_\pm=|b_\pm|^2/(1+t_\pm)$, $b_\pm=\int u_\pm\rho\,dz$, $t_+=\tanh(qd/2)$, $t_-=\coth(qd/2)$ and $F_I=F_++F_-$. An external charge density $\rho(z)e^{i\mathbf q\cdot\mathbf r-i\omega t}$ produces the potential $\Phi(z)$ with the same phase factor. With $\varepsilon_C=\varepsilon_1$ and $\varepsilon_H=\varepsilon_2$,
\begin{equation}
\varepsilon_\pm(\omega)=\frac{t_\pm\varepsilon_1(\omega)+\varepsilon_2(\omega)}{1+t_\pm}. \label{eq:epspm}
\end{equation}
\begin{equation}
\int\rho^*\Phi\,dz=\frac{2\pi}{q}\sum_{\alpha=C,H,+,-}\frac{F_\alpha}{\varepsilon_\alpha(\omega)}. \label{eq:W}
\end{equation}

For general interfaces $z_j$, the functions $u_j$ satisfy $u_j''=q^2u_j$ in every layer, $u_j(z_k)=\delta_{jk}$, and decay at infinity; $b$ has elements $b_j=\int u_j\rho\,dz$. In a layer $z_j<z<z_{j+1}$ of width $w$,
\begin{equation}
u_j=\frac{\sinh q(z_{j+1}-z)}{\sinh qw},\qquad
u_{j+1}=\frac{\sinh q(z-z_j)}{\sinh qw}. \label{eq:hats}
\end{equation}

If $\int\rho\,dz\ne0$, the interface modes take over the coupling as $q\to0$. For large $q$ and continuous, bounded $\rho$, $F_B\simeq(2/q)\int|\rho|^2dz$ and $F_I\simeq(4/q^2)\sum_j|\rho(z_j)|^2$.

\subsection{Couplings from the poles}

Write the potential operator of the phonons as $A^{-1/2}\sum_{\mathbf q\nu}\phi_\nu(z)e^{i\mathbf q\cdot\mathbf r}s_{\mathbf q\nu}$, where $A$ is the area, $\phi_\nu$ is real, and $s_{\mathbf q\nu}$ is a normal coordinate of unit mass and frequency $\omega_\nu$. The field $\phi_\nu$ includes the fast electronic screening. Set $c_\nu=\int\phi_\nu\rho\,dz$. The external charge exerts the force $-\sqrt A\,c_\nu$ on $s_{\mathbf q\nu}$: a factor $A^{-1/2}$ comes from the mode and $A$ from the in-plane integral. The driven amplitude is $\sqrt A\,c_\nu/(\omega^2-\omega_\nu^2)$, and the phonons contribute
\begin{equation}
\int\rho^*\Phi_{\rm ph}\,dz=\sum_\nu\frac{|c_\nu|^2}{\omega^2-\omega_\nu^2}. \label{eq:response}
\end{equation}
Quantization gives $s=(2\omega_\nu)^{-1/2}(a_{\mathbf q}+a^\dagger_{-\mathbf q})$. The electron matrix element for one phonon, without occupation factors, therefore obeys $A|M_\nu|^2=|c_\nu|^2/(2\omega_\nu)$. The sign of the electron charge drops out of the square.

Near a zero $\omega_j$ of $\varepsilon_\alpha$, \eqref{eq:W} behaves as $(2\pi/q)F_\alpha/[\varepsilon_\alpha'(\omega_j)(\omega-\omega_j)]$, the prime now denoting $d/d\omega$. Equation \eqref{eq:response} behaves as $\sum|c_\nu|^2/[2\omega_j(\omega-\omega_j)]$. Equating residues gives
\begin{equation}
A\sum_{\nu\in(\alpha j)}|M_\nu|^2=\frac{2\pi}{q}\,\frac{F_\alpha}{\varepsilon_\alpha'(\omega_j)}, \label{eq:M}
\end{equation}
where the sum runs over all modes of class $\alpha$ at $\omega_j$.

For one polar oscillator per material,
\begin{equation}
\varepsilon_i=\varepsilon_i^\infty+\frac{(\varepsilon_i^0-\varepsilon_i^\infty)\,\omega_{Ti}^2}{\omega_{Ti}^2-\omega^2},\qquad
\omega_{Li}^2=\omega_{Ti}^2\,\frac{\varepsilon_i^0}{\varepsilon_i^\infty}. \label{eq:eps}
\end{equation}
Rearranging,
\begin{equation}
\frac1{\varepsilon_i}=\frac1{\varepsilon_i^\infty}+\frac{\omega_{Li}^2\beta_i}{\omega^2-\omega_{Li}^2},\qquad
\beta_i=\frac1{\varepsilon_i^\infty}-\frac1{\varepsilon_i^0},
\end{equation}
so $1/\varepsilon_i'(\omega_{Li})=\omega_{Li}\beta_i/2$. In a uniform crystal all $\varepsilon_\alpha$ coincide, the form factors add up to $F_B$, and \eqref{eq:M} becomes $A\sum|M|^2=(\pi\omega_L\beta/q)F_B$. By \eqref{eq:bulk} this is the sum over $k$ of the Fr\"ohlich coupling $2\pi\omega_L\beta/[\mathcal V(q^2+k^2)]$ in the volume $\mathcal V$.

The interface functions $\varepsilon_\pm$ increase with $\omega$ between their poles at $\omega_{T1}$ and $\omega_{T2}$. They have one zero between the poles and one above the upper pole; below the lower pole they start from a positive static value and rise. Hence there are two branches per shape.

\subsection{The static sum}

As a function of $\omega^2$, $1/\varepsilon_\alpha$ is rational, finite at infinity, and has simple poles. Subtracting the value of \eqref{eq:W} at $\omega=0$ from that at $\omega\to\infty$, and using \eqref{eq:response},
\begin{equation}
A\sum_\nu\frac{2|M_\nu|^2}{\omega_\nu}=\frac{2\pi}{q}\sum_\alpha F_\alpha\beta_\alpha,\qquad
\beta_\alpha=\frac1{\varepsilon_\alpha(\infty)}-\frac1{\varepsilon_\alpha(0)}. \label{eq:static}
\end{equation}
If all $\beta_\alpha$ are equal, the right side is the bulk value for any $\rho$. By \eqref{eq:epspm} this happens when the two materials share $\varepsilon^\infty$ and $\varepsilon^0$, even if their transverse frequencies differ.

The part of $\beta_\alpha$ that belongs to branch $j$ is $2/[\omega_j\varepsilon_\alpha'(\omega_j)]$, by \eqref{eq:M}. Let $p_{\alpha j}$ be this part divided by $\beta_\alpha$, so that $\sum_jp_{\alpha j}=1$. The branches of one shape thus divide one form factor. Equation \eqref{eq:M} now reads
\begin{equation}
A\sum_{\nu\in(\alpha j)}|M_\nu|^2=\frac{\pi}{q}F_\alpha\beta_\alpha\,p_{\alpha j}\,\omega_j. \label{eq:share}
\end{equation}
Even with equal $\beta_\alpha$, the sum of $|M|^2$ without the factor $1/\omega$ still depends on how the frequencies are distributed. A golden-rule rate has a further dependence, because each branch fixes its own final kinetic energy and hence its own range of $q$. If the initial in-plane momentum is zero, this range shrinks to a single value for the confined and half-space modes. The interface frequencies depend on $q$ through $t_\pm$, so for them $q$ must be found self-consistently. The upper even branch falls linearly from $\omega_{L2}$ at small $q$, so emission with an energy gap slightly below $\omega_{L2}$ has two solutions. The sum rule is an identity at fixed $q$ and does not equate total rates.

For $qd\to0$ one has $t_+\to0$ and $\varepsilon_+\to\varepsilon_2$: the even shape takes its strength from the barrier material. It dominates the coupling of a density with $\int\rho\,dz\ne0$ if the whole extent of the density, including its tails in the barriers, is also small compared with $1/q$. For $qd\to\infty$ both $t_\pm\to1$, and the zeros of $\varepsilon_\pm$ satisfy $\varepsilon_1+\varepsilon_2=0$, the condition for a single interface.

\subsection{Asymmetric structures}

For general interfaces, replace the two numbers $2q(1+t_\pm)\varepsilon_\pm$ by the matrix $S_{jk}(\omega)=\int\varepsilon(u_j'u_k'+q^2u_ju_k)\,dz$. Its boundary terms follow from \eqref{eq:hats}. A layer of width $w$ adds $q\varepsilon\coth qw$ to the diagonal elements of its two interfaces and $-q\varepsilon/\sinh qw$ to the element that links them; an outer region adds $q\varepsilon$ to its diagonal element. The interface part of \eqref{eq:W} becomes $4\pi\,b^\dagger S^{-1}b$. At a simple zero of $\det S$ with real null vector $v$, the residue of $S^{-1}$ is $vv^T/(v^TS'v)$, so
\begin{equation}
A|M_j|^2=\frac{4\pi\,|v^Tb|^2}{v^TS'(\omega_j)\,v}.
\end{equation}
This expression is derived here but was not evaluated numerically.

\subsection{Worked example: form factors}

The electron has mass $0.07\,m_e$ and moves in a well of width $d=100$ bohr ($5.29$ nm) and depth $0.012$ hartree. There are two bound states, at $E_1=0.003085$ and $E_2=0.010569$ hartree above the well bottom. State 2 has $52\%$ of its probability in the barriers, state 1 has $9.3\%$. The packet is an off-centre complex Gaussian without parity. At $q=0.02$ bohr$^{-1}$, so $qd=2$:
\begin{center}
\begin{tabular}{lccccc}
density & $F_C$ & $F_+$ & $F_-$ & $F_H$ & $F_B$\\
1--1 & 0.2590 & 0.3045 & 0 & 0.0007 & 0.5642\\
1--2 & 0.0300 & 0 & 0.0829 & 0.0040 & 0.1170\\
2--2 & 0.0365 & 0.2769 & 0 & 0.0323 & 0.3457\\
packet & 0.0811 & 0.0960 & 0.0708 & 0.0204 & 0.2683
\end{tabular}
\end{center}
Each row adds up to its last entry within rounding. In tests with one, two and three interfaces, four densities and three values of $q$, the largest absolute deviation from the bulk value was $7\times10^{-7}$. Counting each interface branch with a full form factor would give $1+0.3045/0.5642=1.54$ times the bulk value for the 1--1 density, and $1.80$ times for 2--2.

The half-space part of 2--2 is small although half of the probability lies outside. In each barrier the density is $(p/2)\,\kappa e^{-\kappa x}$, with $p$ the total outside probability and $\kappa=2\sqrt{2m(0.012-E_2)}=0.0283$ bohr$^{-1}$. The two terms of the half-space kernel integrate to $\kappa/(\kappa+q)$ and $[\kappa/(\kappa+q)]^2$, so both sides together give
\begin{equation}
F_H=2\left(\frac p2\right)^2\frac{\kappa q}{(\kappa+q)^2}\le\frac{p^2}{8}.
\end{equation}
With $p=0.5158$ this is $2\times0.0665\times0.243=0.0323$, as in the table. The potentials of the half-space modes vanish at the interface, where this density is largest within the barrier.

For the 1--1 density the interface share falls from $0.760/0.849=90\%$ at $q=0.005$ bohr$^{-1}$ to $0.0198/0.2161=9\%$ at $q=0.08$ bohr$^{-1}$. This is the trend expected from the two limits derived above, although $q=0.08$ bohr$^{-1}$ is not yet in the range where the leading large-$q$ form is accurate.

\subsection{Worked example: couplings}

The model materials have $(\varepsilon^\infty,\varepsilon^0,\omega_T)=(11,13,0.0012)$ in the well and $(8,10,0.0016)$ in the barriers, frequencies in hartree. With $t_+=\tanh1=0.7616$,
\begin{equation}
\varepsilon_+(\infty)=\frac{0.7616\times11+8}{1.7616}=9.297,\qquad
\varepsilon_+(0)=\frac{0.7616\times13+10}{1.7616}=11.297,
\end{equation}
hence $\beta_+=0.01904$. Likewise $\beta_-=0.01761$, while $\beta_C=0.01399$ and $\beta_H=0.02500$. The even shape has branches at $0.001242$ and $0.001704$ hartree ($33.8$ and $46.4$ meV), with shares $0.280$ and $0.720$ of $\beta_+$. For the packet, \eqref{eq:share} gives for the lower one
\begin{equation}
A|M|^2=\frac{\pi}{0.02}\times0.0960\times0.01904\times0.280\times0.001242
=1.00\times10^{-4}
\end{equation}
in hartree$^2$\,bohr$^2$. The odd branches lie at $0.001256$ and $0.001679$ hartree ($34.2$ and $45.7$ meV).

These results were tested against a lattice calculation that does not presuppose the mode classes. Ionic oscillators with the response \eqref{eq:eps} were placed on a mesh, coupled through Poisson's equation, and diagonalized. Four modes appeared away from the longitudinal and transverse frequencies, as expected for two shapes with two branches each. The transverse modes contributed no coupling within numerical accuracy. The packet couplings differ from \eqref{eq:M} by less than $0.1\%$ of their values.

For the 1--1 density the static sum, divided by the bulk value of material 1, is
\begin{equation}
\frac{0.2590\times0.01399+0.3045\times0.01904+0.0007\times0.02500}{0.5642\times0.01399}=1.20 .
\end{equation}
For 2--2 the ratio is $1.36$. With $\varepsilon^\infty=10$ and $\varepsilon^0=12$ in both materials and the transverse frequencies left unequal, the lattice calculation returns the common bulk value within about $10^{-4}$, relative to that value, for all four densities. The full figures are in the numerical output.

\subsection{Conditions for use}

If the barrier is not polar, $\varepsilon_2$ is constant and $\beta_H=0$. The half-space shapes then carry no phonons, each interface shape has one branch, and the form factors of the existing modes add up to $F_B-F_H$. Equation \eqref{eq:static} remains valid.

Graded interfaces, anisotropic crystals, and phonon dispersion that couples the potential to mechanical boundary conditions lie outside the mode classification used here. So does screening by mobile carriers, which adds its own response to $\varepsilon$. The count of two branches per interface shape assumes one polar oscillator per material. A two-mode alloy barrier has two poles and two zeros in $\varepsilon_2$, and each interface shape then carries three branches and the half-space shapes two. Equations \eqref{eq:rule}, \eqref{eq:W}, \eqref{eq:M} and \eqref{eq:static} are unchanged.

In a numerical sum, a density with value $\rho_0\ne0$ at an interface has sine amplitudes that fall as $\rho_0/k$. Cutting \eqref{eq:FH} at a large wavevector $K$ then omits about $4q|\rho_0|^2/(3\pi K^3)$ per side, and \eqref{eq:FC} has a tail of the same form. A direct double integral should be split at $z=z'$, where the kernel has a kink.

\section*{Computed values}
\begin{verbatim}
well width d = 100 bohr = 5.292 nm
mass = 0.07 m_e, barrier = 0.012 hartree
E1 = 0.003085, E2 = 0.010569 hartree
state 1: probability in barriers = 0.09292
state 2: probability in barriers = 0.51579
packet: centre 40 bohr, sigma 25 bohr, phase 0.05/bohr
form factors (dimensionless) at q = 0.02/bohr, qd = 2.0
density confined  even-IF  odd-IF   half-sp  sum      bulk
1-1     0.259037 0.304467 0.000000 0.000742 0.564246 0.564246
1-2     0.030013 0.000000 0.082930 0.004013 0.116955 0.116955
2-2     0.036515 0.276925 0.000000 0.032271 0.345712 0.345712
packet  0.081131 0.096035 0.070802 0.020371 0.268339 0.268339
1-1 confined terms m=1,2,3: 0.258716 0.000000 0.000249
1-1 density at other q: confined, interface, half-sp, bulk
q = 0.005/bohr: 0.088730 0.760028 0.000266 0.849024
q = 0.020/bohr: 0.259037 0.304467 0.000742 0.564246
q = 0.080/bohr: 0.195154 0.019837 0.001075 0.216066
largest sum-rule error, 1, 2 and 3 interfaces: 6.6e-07
sum/bulk if each interface branch is counted fully:
   1-1 1.5396, 1-2 1.7091, 2-2 1.8010, packet 1.6217
material 1: eps_inf 11.0, eps_0 13.0, TO 0.001200, LO 0.001305 hartree
material 2: eps_inf 8.0, eps_0 10.0, TO 0.001600, LO 0.001789 hartree
confined: static strength beta = 0.013986
  omega 0.0013045 hartree = 35.498 meV, share of beta 1.0000
  packet M2 (hartree^2 bohr^2): formula 2.3252e-04, lattice 2.3244e-04
half-space: static strength beta = 0.025000
  omega 0.0017889 hartree = 48.677 meV, share of beta 1.0000
  packet M2 (hartree^2 bohr^2): formula 1.4310e-04, lattice 1.4302e-04
even IF: static strength beta = 0.019043
  omega 0.0012420 hartree = 33.795 meV, share of beta 0.2804
  packet M2 (hartree^2 bohr^2): formula 1.0002e-04, lattice 1.0003e-04
  omega 0.0017041 hartree = 46.372 meV, share of beta 0.7196
  packet M2 (hartree^2 bohr^2): formula 3.5228e-04, lattice 3.5230e-04
odd IF: static strength beta = 0.017613
  omega 0.0012557 hartree = 34.169 meV, share of beta 0.4014
  packet M2 (hartree^2 bohr^2): formula 9.8740e-05, lattice 9.8748e-05
  omega 0.0016792 hartree = 45.695 meV, share of beta 0.5986
  packet M2 (hartree^2 bohr^2): formula 1.9689e-04, lattice 1.9691e-04
static sum / bulk of material 1, unequal constants:
   1-1 1.1961, 1-2 1.2108, 2-2 1.3631, packet 1.2575
equal constants: eps_inf 10.0, eps_0 12.0, TO 0.0012 and 0.0016 hartree
static sum / common bulk value:
   1-1 1.0000, 1-2 0.9999, 2-2 1.0000, packet 0.9999
\end{verbatim}
